# Rayleigh Instability of an Isolated Wire Coarsening by Surface Diffusion

## Surface energy, transport and the fastest wave

Take a solid wire of radius $R$ and mark off two neighbouring pieces, each of length $\ell$. Move some material from one piece to the other, so that their radii become

$$r_1=R\sqrt{1+q},\qquad r_2=R\sqrt{1-q},\qquad 0<q<1 .$$

The volume is unchanged, because $r_1^2+r_2^2=2R^2$. The side area is $2\pi\ell(r_1+r_2)$, and it has decreased: the square of $\sqrt{1+q}+\sqrt{1-q}$ is $2+2\sqrt{1-q^2}$, which is less than 4, so the sum of the radii is less than $2R$. For small $q$ each root is $1\pm q/2-q^2/8$, the terms linear in $q$ cancel, and the saving in area is

$$2\pi\ell R\,\frac{q^2}{4}=\frac{\pi\ell R q^2}{2}.$$

Against this stands the area of the joins. If the radius jumps abruptly, the join between the two pieces is a flat ring of area $\pi(r_1^2-r_2^2)=2\pi R^2q$, and the two outer ends, where the pieces meet the unchanged wire, add rings of area $\pi R^2q$ each. The total cost is $4\pi R^2q$, and for small $q$ the saving exceeds it when $\ell>8R/q$. Long pieces therefore gain by becoming unequal, while short pieces lose. Smoothing the joins over a distance much shorter than the pieces makes them cheaper, and for a gentle ripple the cost of the slopes turns out to be of second order in the amplitude, like the saving. The competition then has a threshold that does not depend on the amplitude.

To find it, let the wire be very long, with a surface energy $\gamma$ per area that is the same for all orientations. The wire touches no substrate, carries no stress, and neither gains nor loses material. Its axis is $z$ and its local radius is $r(z,t)$. Consider the ripple

$$r=R_0+\varepsilon\cos kz,\qquad \varepsilon\ll R,\quad \varepsilon k\ll1,$$

with wavelength $\lambda=2\pi/k$. The mean radius $R_0$ is not $R$, since the volume has to stay fixed. With angle brackets for the average over a wavelength, the volume per length is

$$\pi\langle r^2\rangle=\pi\left(R_0^2+\frac{\varepsilon^2}{2}\right)=\pi R^2,$$

because $\langle\cos kz\rangle=0$ and $\langle\cos^2kz\rangle=1/2$. Hence

$$R_0=R\sqrt{1-\frac{\varepsilon^2}{2R^2}}\simeq R-\frac{\varepsilon^2}{4R}.$$

A ripple at fixed volume makes the wire thinner on average. This is the saving found above for two unequal pieces. The area per length is

$$\frac{A}{L}=2\pi\left\langle r\sqrt{1+r'^2}\right\rangle,$$

where the prime means $\partial/\partial z$ and $r'^2=\varepsilon^2k^2\sin^2kz$. To second order the root is $1+\tfrac12\varepsilon^2k^2\sin^2kz$, and in the product with $r$ the factor multiplying the second-order term may be replaced by $R$. Therefore

$$\frac{A}{L}\simeq2\pi\left(R-\frac{\varepsilon^2}{4R}+\frac{R\varepsilon^2k^2}{4}\right),$$

and the change from the straight wire is

$$\frac{\Delta A}{L}=\frac{\pi\varepsilon^2}{2R}\left(k^2R^2-1\right).$$

It is negative when $kR<1$, that is, when

$$\lambda>\lambda_c=2\pi R .$$

This is the Rayleigh threshold. A ripple longer than the circumference of the wire lowers the surface energy, and a shorter one raises it. A general small axisymmetric disturbance is a sum of such ripples. The area change is quadratic in the disturbance, and products of different Fourier components average to zero, so the components contribute independently. A disturbance made of components shorter than $2\pi R$ cannot lower the energy at this order. Direct quadrature of the surface energy for a ripple of amplitude $0.003R$, at fixed volume, changes sign at $6.2832R$, in agreement with $2\pi R$.

The energy does not select a spacing. At given amplitude the gain per length is largest as $k\to0$, yet a very long ripple requires material to travel very far. The preferred wavelength comes from the transport law, and transport needs the local driving force.

That force follows from the area of a general profile. Write $w=\sqrt{1+r'^2}$, so that

$$A=2\pi\int r\,w\,dz,\qquad V=\pi\int r^2\,dz .$$

Change $r$ to $r+\eta$ with $\eta$ small and periodic. Since $\partial w/\partial r'=r'/w$, the first-order change in area is

$$\delta A=2\pi\int\left(w\,\eta+\frac{r r'}{w}\,\eta'\right)dz
=2\pi\int\left[w-\frac{d}{dz}\left(\frac{r r'}{w}\right)\right]\eta\,dz .$$

The second form comes from integration by parts, with boundary terms that cancel by periodicity. With $w'=r'r''/w$,

$$\frac{d}{dz}\left(\frac{rr'}{w}\right)=\frac{r'^2}{w}+\frac{rr''}{w}-\frac{rr'^2r''}{w^3}
=\frac{r'^2}{w}+\frac{rr''}{w^3},$$

where the last two terms were combined by means of $w^2-r'^2=1$. The same identity gives $w-r'^2/w=1/w$. The square bracket is thus $1/w-rr''/w^3$, and

$$\delta A=\int\kappa\,2\pi r\eta\,dz,\qquad
\kappa=\frac{1}{r\sqrt{1+r'^2}}-\frac{r''}{(1+r'^2)^{3/2}} .$$

The change in volume is $\delta V=\int2\pi r\eta\,dz$. So $\kappa$ is the area gained per volume added at a given place. It is the sum of the two principal curvatures, with the sign chosen so that a cylinder has $\kappa=1/R$. For a sphere of radius $a$ we have $r=\sqrt{a^2-z^2}$, $w=a/r$ and $r''=-a^2/r^3$, and the two terms give $1/a+1/a=2/a$, as they should.

Let $\Omega$ be the volume of the unit that is transported: an atom in an element, a formula unit in a compound that keeps its composition. Adding one unit raises the surface energy by

$$\mu=\gamma\Omega\kappa ,$$

which is its chemical potential relative to a flat surface.

Units now drift along the surface from high $\mu$ to low $\mu$. Let $\nu$ be the number of units per surface area and $D_s$ their effective diffusivity. If a few mobile adatoms carry the transport, the product $D_s\nu$ stands for the adatom diffusivity times the adatom density. The Einstein relation gives the mobility $D_s/k_BT$, so the number of units that cross a line on the surface, per length of line and per time, is

$$J=-\frac{D_s\nu}{k_BT}\frac{\partial\mu}{\partial s},\qquad \frac{\partial}{\partial s}=\frac1w\frac{\partial}{\partial z},$$

with $s$ the arc length along the profile. This assumes that the adatoms are in local equilibrium with the surface beneath them, so that diffusion, and not attachment, limits the rate. The whole circumference carries $2\pi rJ$ units per time. The volume of a thin slice changes by the difference between what enters and what leaves:

$$\frac{\partial}{\partial t}(\pi r^2)=-\Omega\frac{\partial}{\partial z}(2\pi rJ).$$

Insert $J$ and $\mu$ and divide by $2\pi$. The two minus signs cancel, and

$$r\frac{\partial r}{\partial t}=B\frac{\partial}{\partial z}\left(\frac{r}{w}\frac{\partial\kappa}{\partial z}\right),\qquad
B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.$$

The coefficient $B$ has the dimension length$^4$/time. Within this model the area can never increase. Use $\delta A$ with $\eta=\partial r/\partial t\,dt$, and integrate by parts:

$$\frac{dA}{dt}=2\pi B\int\kappa\,\frac{\partial}{\partial z}\left(\frac rw\frac{\partial\kappa}{\partial z}\right)dz
=-2\pi B\int\frac rw\left(\frac{\partial\kappa}{\partial z}\right)^2dz\le0 .$$

For a nearly straight wire set $r=R+u(z,t)$ and keep first powers of $u$. Then $1/r\simeq1/R-u/R^2$, while $w$ differs from 1 in second order, so

$$\kappa\simeq\frac1R-\frac{u}{R^2}-u'' .$$

The derivative of $\kappa$ is already of first order. The factor $r/w$ in front of it may therefore be replaced by $R$, and $r$ on the left side likewise. The factors $R$ cancel, leaving

$$\frac{\partial u}{\partial t}=-B\left(\frac{u''}{R^2}+u''''\right).$$

For $u=\varepsilon_0e^{\sigma t}\cos kz$ we have $u''=-k^2u$ and $u''''=k^4u$. The growth rate is

$$\sigma(k)=Bk^2\left(\frac1{R^2}-k^2\right).$$

At a neck $u=-\varepsilon$, and the curvature exceeds $1/R$ by $\varepsilon(1/R^2-k^2)$. The tight circumference of the neck raises $\mu$, and its saddle-like profile along the axis lowers it. When $kR<1$ the first effect is stronger, material leaves the neck, and the neck thins further. The threshold is the one found from energy.

The energy balance confirms the factors. With $\Delta A/L=\tfrac12\pi R\varepsilon^2(k^2-1/R^2)$, the time derivative is $\pi R\sigma\varepsilon^2(k^2-1/R^2)$. The dissipation formula, with $\langle(\partial_z\kappa)^2\rangle=\tfrac12\varepsilon^2k^2(k^2-1/R^2)^2$, gives $-\pi RB\varepsilon^2k^2(k^2-1/R^2)^2$. Equating the two returns $\sigma(k)$.

The maximum is found by completing the square in $k^2$:

$$\sigma(k)=\frac{B}{4R^4}-B\left(k^2-\frac1{2R^2}\right)^2 .$$

The second term is never positive and vanishes at $k_m^2=1/(2R^2)$. Hence

$$\lambda_m=\frac{2\pi}{k_m}=2\sqrt2\,\pi R\simeq8.89R,\qquad \sigma_m=\frac{B}{4R^4}.$$

The rate is the product of the driving force, proportional to $1/R^2-k^2$, and a transport factor $k^2$ that favours short paths. Their compromise lies a factor $\sqrt2$ above the threshold wavelength. For $kR\ll1$ the rate tends to $Bk^2/R^2$, limited by distance. For $kR\gg1$ it tends to $-Bk^4$, the decay of a ripple on a flat surface.

The linear rate was compared with the full evolution equation applied to a ripple of amplitude $0.001R$, at $kR=0.3$, 0.5, 0.7, 0.9, 1.0 and 1.2. The largest difference was $3.4\times10^{-6}B/R^4$, against a peak rate of $0.25B/R^4$.

The maximum is broad. The rate stays above 90% of its peak while $(k^2R^2-\tfrac12)^2<0.025$, which means $0.342<k^2R^2<0.658$, or wavelengths from $7.7R$ to $10.7R$. A real surface starts with many wavelengths at once, and growth has to sort them. Let $\tau=1/\sigma_m$. After a time $t$ the wave $k$ has been amplified, relative to the fastest one, by

$$\exp\left[-4\frac t\tau\left(k^2R^2-\frac12\right)^2\right]
\simeq\exp\left[-8\frac t\tau R^2(k-k_m)^2\right],$$

since $k^2-k_m^2\simeq2k_m(k-k_m)$ near the peak and $4k_m^2R^2=2$. This is a Gaussian of standard deviation $1/(4R\sqrt{t/\tau})$, which is $0.35/\sqrt{t/\tau}$ relative to $k_m$. If the initial roughness has a nearly flat spectrum, the Gaussian gives the amplitudes a relative spread of about 20% in wavenumber after three e-folding times. The exact factor on the left gives about 26%, because it suppresses long waves less than the Gaussian does. The wavelength $\lambda_m$ is thus the most strongly amplified one in a broad band, and a single measured spacing need not equal it.

## Break-up, limits of the model and a silicide nanowire

The first half treated a free wire of radius $R$ with isotropic surface energy $\gamma$. Units of volume $\Omega$ and areal density $\nu$ move along its surface with effective diffusivity $D_s$, driven by the chemical potential $\mu=\gamma\Omega\kappa$, where $\kappa$ is the sum of the principal curvatures. With $B=D_s\gamma\Omega^2\nu/k_BT$, a small axisymmetric ripple of wavenumber $k$ grows at the rate $\sigma=Bk^2(1/R^2-k^2)$. The threshold is $\lambda_c=2\pi R$, the fastest wavelength is $\lambda_m=2\sqrt2\pi R$, and its e-folding time is $\tau=4R^4/B$.

Ripples that also vary around the wire have still to be excluded. Let $r=R+u(\theta,z,t)$, with $\theta$ the angle around the axis. The two tangent vectors of this surface span the area element

$$dA=\sqrt{r^2(1+u_z^2)+u_\theta^2}\;d\theta\,dz
\simeq\left(R+u+\frac R2u_z^2+\frac{u_\theta^2}{2R}\right)d\theta\,dz$$

to second order, with subscripts for derivatives. A further small change $\eta$ in radius alters the area, after integration by parts, by

$$\delta A=\iint\left(1-Ru_{zz}-\frac{u_{\theta\theta}}R\right)\eta\,d\theta\,dz,$$

and it alters the volume by $\iint(R+u)\eta\,d\theta\,dz$. The ratio of the two integrands is the curvature. To first order,

$$\kappa\simeq\frac1R-\frac u{R^2}-u_{zz}-\frac{u_{\theta\theta}}{R^2}.$$

Material now flows both along and around the wire, so the second derivative in the transport law becomes the Laplacian of the cylinder surface:

$$u_t=B\left(\frac{\partial^2}{\partial z^2}+\frac1{R^2}\frac{\partial^2}{\partial\theta^2}\right)\kappa .$$

For $u\propto\cos m\theta\cos kz$ with integer $m$, the Laplacian gives the factor $-(k^2+m^2/R^2)$, and the varying part of $\kappa$ is $[k^2+(m^2-1)/R^2]u$. The growth rate is

$$\sigma^{(m)}(k)=-B\left(k^2+\frac{m^2}{R^2}\right)\left(k^2+\frac{m^2-1}{R^2}\right).$$

For $m=0$ this is the earlier result. For $m\ge1$ neither bracket can be negative, so no such ripple grows. The rate vanishes in one case, $m=1$ with $k=0$, which is a sideways shift of the whole wire. At the wavenumber of the fastest axisymmetric wave, $k^2R^2=1/2$, the $m=1$ ripple decays at $1.5\times0.5=0.75$ in units of $B/R^4$. A wire with isotropic surface energy becomes rounder in section while it beads along its length.

Suppose that each wavelength $\lambda_m$ ends as one spherical drop of radius $a$. This is an assumption that linear theory cannot prove. Conservation of volume gives

$$\frac43\pi a^3=\pi R^2\lambda_m\quad\Rightarrow\quad
a=\left(\frac{3\sqrt2\,\pi}2\right)^{1/3}R\simeq1.88R .$$

For a general spacing $\lambda$, with $a^3=\tfrac34R^2\lambda$, the area of the drop relative to that of the wire segment is

$$\frac{4\pi a^2}{2\pi R\lambda}=\frac{2a^2}{R\lambda}=\frac{3R}{2a}.$$

At $\lambda_m$ this is 0.797, so break-up removes about a fifth of the surface. The ratio falls below 1 as soon as $a>1.5R$, which means $\lambda>4.5R$. Between $4.5R$ and $2\pi R$ a row of drops has less area than the wire, although a small ripple of that wavelength decays. The threshold $2\pi R$ thus marks the loss of stability against small ripples. It does not mark the point at which drops become the lower state.

The full evolution equation shows what happens at finite amplitude. It was solved over half a wavelength with mirror symmetry at both ends, starting from an amplitude of $0.05R$ and running for a time $5R^4/B$. At $\lambda=0.9\lambda_c$ the amplitude fell to $0.0119R$, where the linear rate predicts $0.0118R$. At $\lambda=1.1\lambda_c$ it rose to $0.1065R$, where the linear rate predicts $0.102R$. The threshold separates decay from growth in both runs, and the growing ripple is already about 4% ahead of linear theory.

For a worked example take a free-standing nanowire of cobalt disilicide, CoSi$_2$, with $R=20$ nm, annealed at 1073 K. The inputs are rough typical values: $\gamma=1.0$ J/m$^2$, which is 6.242 eV/nm$^2$, and a cubic cell of edge 0.54 nm that holds four formula units. The effective surface diffusivity is taken as $10^{-11}$ cm$^2$/s, or 1000 nm$^2$/s. The compound is assumed to keep its composition, so the transported unit is one CoSi$_2$, and $D_s$ describes the joint motion of both elements, limited by the slower one. Then

$$\Omega=\frac{(0.54\ \text{nm})^3}{4}=0.03937\ \text{nm}^3,\qquad
\nu=\Omega^{-2/3}=8.641\ \text{nm}^{-2}.$$

The choice of $\nu$ is an estimate, one unit per area $\Omega^{2/3}$. With $k_BT=0.09246$ eV,

$$B=\frac{1000\times6.242\times(0.03937)^2\times8.641}{0.09246}\ \frac{\text{nm}^4}{\text s}\simeq904\ \frac{\text{nm}^4}{\text s}.$$

The lengths need no transport data:

$$\lambda_c=2\pi\times20\ \text{nm}\simeq126\ \text{nm},\qquad
\lambda_m=\sqrt2\,\lambda_c\simeq178\ \text{nm}.$$

The band in which the rate exceeds 90% of its maximum runs from 155 to 215 nm, and one drop per $\lambda_m$ would have a radius of 37.6 nm. The time scale is

$$\tau=\frac{4\times20^4}{904}\ \text s\simeq708\ \text s\simeq12\ \text{min}.$$

It varies as $R^4$, so at fixed temperature and material constants a wire of half the radius ripples 16 times faster.

Let the wire start with a ripple of amplitude 1 nm at $\lambda_m$, and ask when the neck has shrunk to $0.3R=6$ nm. Linear growth requires the amplitude to reach 14 nm, so

$$t=\tau\ln14\simeq708\ \text s\times2.64\simeq1870\ \text s .$$

The full equation gives 1266 s, which is 0.68 of the linear estimate. Runs with 40 and 80 cells per half wavelength agree to 0.02%, so the difference is not an effect of the grid. One of the nonlinear effects is the curvature around the neck. At $r=0.3R$ its true value is $1/r=3.3/R$, whereas the linear form $1/R-u/R^2$ gives $1.7/R$, so linear theory underestimates this contribution to the force that empties a thin neck. Other terms of the equation are nonlinear too, and how much of the shorter time is due to this one was not determined. The calculation stops before the neck closes and does not show how many drops form.

Crystals do not have isotropic surface energy. Part of the effect can be treated within the same scheme by letting $\gamma$ depend on the slope angle $\varphi=\arctan r'$ along the axis, symmetrically about $\varphi=0$. The energy is then

$$E=2\pi\int r f(r')\,dz,\qquad f(p)=\gamma(\arctan p)\sqrt{1+p^2}.$$

The variation that gave $\kappa$ now gives

$$\frac\mu\Omega=\frac fr-\frac1r\frac d{dz}\left(r\frac{df}{dp}\right)
=\frac fr-\frac{r'}r\frac{df}{dp}-r''\frac{d^2f}{dp^2}.$$

For small $p$ the two factors of $f$ expand as $\gamma_0+\tfrac12\gamma_0''p^2$ and $1+\tfrac12p^2$, where $\gamma_0$ and $\gamma_0''$ are the value and the second angular derivative at $\varphi=0$. Thus $f\simeq\gamma_0+\tfrac12(\gamma_0+\gamma_0'')p^2$. The middle term of $\mu$ is of second order, and with $r=R+u$,

$$\frac\mu\Omega\simeq\gamma_0\left(\frac1R-\frac u{R^2}\right)-(\gamma_0+\gamma_0'')u''.$$

The growth rate becomes

$$\sigma=Bk^2\left(\frac1{R^2}-sk^2\right),\qquad s=\frac{\gamma_0+\gamma_0''}{\gamma_0}>0,$$

with $\gamma_0$ in $B$. Both $\lambda_c$ and $\lambda_m$ are multiplied by $\sqrt s$, and $\tau$ by $s$. A small variation of $\gamma$ can matter, because the second derivative magnifies it. For $\gamma\propto1-0.03\cos4\varphi$ we have $\gamma_0\propto0.97$ and $\gamma_0''\propto16\times0.03=0.48$, so $s=1.45/0.97\simeq1.49$. In the example $\lambda_c$ rises to 154 nm and $\lambda_m$ to 217 nm, an increase of 22% from a 3% term in the energy. If $s\le0$, as can happen near some orientations, the linear theory fails. Facets, where $\gamma$ has a cusp, are outside it as well, and so is any dependence of $\gamma$ on the direction around the wire. A real silicide wire may be facetted at the anneal temperature, and the lengths and times of the example are then only a reference for a rounded wire.

Material may also diffuse through the interior, with diffusivity $D_v$. The flux there is $-(D_v/\Omega k_BT)\nabla\mu$, and if the flow is quasi-steady, $\nabla^2\mu=0$. The solution that is regular on the axis and matches the surface has the varying part

$$\mu_1=\gamma\Omega\left(k^2-\frac1{R^2}\right)u\,\frac{I_0(kr)}{I_0(kR)},$$

where $I_0$ is the modified Bessel function and $I_0'=I_1$. The outward flux at $r=R$, times $\Omega$, is the added surface velocity, so this path contributes

$$\sigma_v=\frac{D_v\gamma\Omega}{k_BT}\left(\frac1{R^2}-k^2\right)k\,\frac{I_1(kR)}{I_0(kR)}.$$

The threshold is the same, since the driving force is the same. For small $kR$ the Bessel ratio is about $kR/2$. Then $\sigma_v$ has nearly the same dependence on $k$ as the surface rate, and their ratio is about $D_vR/(2D_s\Omega\nu)$. With a rough $D_v=10^{-14}$ cm$^2$/s and $\Omega\nu=0.34$ nm this is $10^{-3}\times20/0.68\simeq0.03$. The full Bessel ratio gives 0.028 at $k_m$, and $\lambda_m$ moves by less than 0.1 nm.

The mean curvature of the wire also raises the adatom density. In an element the factor is $\exp(\gamma\Omega/Rk_BT)$ relative to a flat surface. In CoSi$_2$ this factor applies to the product $n_{\rm Co}n_{\rm Si}^2$ of the adatom densities. The exponent is 0.133 here. If $D_s$ refers to a flat surface, the corrected $B$ is about 14% larger than the value used here when the whole shift falls on Co adatoms that limit the rate, and about 4.5% larger when it is shared equally among the three atoms. The variation of the density along the ripple multiplies a gradient that is itself of first order, and so it does not enter the linear rate.

Temperature is far more important for the time. With an activation energy of 2.0 eV, a rough value, and all else fixed, $\tau$ is 283 s at 1123 K and 1943 s at 1023 K. Extrapolated to a temperature of use of 400 K it lies between $10^{10}$ and $10^{11}$ years. A single activation energy need not hold over such a range, but within the model the danger lies in the anneal and not in service.

Anneals of silicides near 1100 K and wires tens of nanometres thick are realistic conditions. The diffusivities are the weakest inputs and may be wrong by orders of magnitude; $\tau$ is inversely proportional to $D_s$, while $\lambda_c$ and the surface-diffusion value of $\lambda_m$ do not contain it. The assumption that silicide lines in devices break most plainly is isolation, since they lie on silicon or are embedded in it. One case can be settled by symmetry. A half-cylinder that meets a flat, inert substrate at 90°, with a freely moving contact line and no flux into the interface, is half of a free wire and has the same wavelengths in terms of its radius. Compared with a free wire of equal cross-section, its radius is larger by $\sqrt2$, so the 178 nm of the example becomes about 251 nm. Other contact angles, pinned edges, grain boundaries and wire ends need separate treatment. Silicide lines in devices are usually polycrystalline, and their agglomeration commonly starts by grooving at grain boundaries, a mechanism this model does not contain, so its lengths and times should not be read as predictions for such lines. The computed values are collected in the numerical output that follows.

## Values computed for the example and the checks

```
TESTS (lengths in R, time in R^4/B)
largest growth-rate error, 6 waves: 3.4e-06 B/R^4
critical wavelength from energy: 6.2832 R
fastest wavelength from energy: 8.8858 R
ripple 0.05 R after t=5, 0.9 of 2 pi R: 0.0119 R
ripple 0.05 R after t=5, 1.1 of 2 pi R: 0.1065 R
rate of m=1 ripple at fastest k: -0.750 B/R^4
INPUTS (rough typical values, CoSi2 nanowire)
wire radius: 20 nm
anneal temperature: 1073 K
surface energy: 1.0 J/m^2 = 6.242 eV/nm^2
cubic cell edge: 0.54 nm
surface diffusivity: 1e-11 cm^2/s
interior diffusivity: 1e-14 cm^2/s
activation energy: 2.0 eV
starting ripple amplitude: 1.0 nm
RESULTS
thermal energy: 0.09246 eV
formula-unit volume: 0.03937 nm^3
formula units per area: 8.641 1/nm^2
coefficient B: 904.0 nm^4/s
critical wavelength: 125.7 nm
fastest wavelength: 177.7 nm
rate above 90% of maximum from: 154.9 nm
rate above 90% of maximum up to: 214.9 nm
e-folding time of fastest wave: 708 s = 11.8 min
drop radius, one drop per wave: 37.6 nm
drop area / wire area: 0.797
neck radius at end of clock: 6.0 nm
necking time, linear growth: 1868 s
necking time, nonlinear equation: 1266 s
nonlinear / linear necking time: 0.678
necking time, coarse / fine grid: 0.9998
NEGLECTED EFFECTS
anisotropy coefficient of cos(4 angle): -0.03
stiffness / surface energy: 1.495
critical wavelength, anisotropic: 153.6 nm
fastest wavelength, anisotropic: 217.3 nm
interior / surface diffusion rate: 0.0277
fastest wavelength, both paths: 177.78 nm
curvature energy / thermal energy: 0.133
e-folding time, 50 K hotter: 283 s
e-folding time, 50 K colder: 1943 s
e-folding time at 400 K: 5.3e+10 years
```
